Naming germanium donors with a common p ladder and central-cell shifts

A germanium crystal containing traces of phosphorus, arsenic and antimony is cooled to about 8 K and lit with far-infrared light. A photon lifts a donor electron from its 1s level to a bound excited level; a lattice vibration then frees it, and the crystal conducts. The photocurrent shows sharp lines from several donors at once. Which line belongs to which donor?

The answer depends on one setting of an envelope-function calculation of impurity levels: the central-cell correction, a short-range well added to the screened Coulomb potential to represent the chemical identity of the donor. Should it act on every level, with a separate ladder for each donor, or can one ladder serve all donors while each 1s energy is left free?

**The ladder without chemistry**

Let I_j be the binding energy of initial level j and B_i that of excited level i, both positive and measured from the conduction-band edge. Energy conservation gives

hν = (−B_i) − (−I_j) = I_j − B_i.

If the B_i are common to all donors, changing the donor moves its whole line pattern rigidly.

For one conduction valley with its axis along z, the envelope ψ of an isolated, unstrained donor obeys

[−(ħ²/2m_t)(∂²/∂x² + ∂²/∂y²) − (ħ²/2m_l)∂²/∂z² − e²/(4πε₀εr)]ψ = Eψ.

Measure length in a* = 4πε₀εħ²/(m_t e²) and energy in Ry* = ħ²/(2m_t a*²). The transverse kinetic term gets coefficient 1 and the longitudinal term γ = m_t/m_l. From the definition of a*, e²/(4πε₀ε) = ħ²/(m_t a*), so the Coulomb coefficient is ħ²/(m_t a*²) = 2Ry*. Hence

H₀/Ry* = −∂²/∂x² − ∂²/∂y² − γ∂²/∂z² − 2/r.

With the rough germanium parameters m_t = 0.082 m₀, m_l = 1.6 m₀ and ε = 15.4, Ry* = 4.704 meV, a* = 9.94 nm and γ = 0.051.

The odd-parity solutions that dipole transitions reach from 1s are expanded in sums of ρ^|m| z^p exp(imφ − aρ² − bz²), with (m, p) = (0, 1) for the p0 series and (±1, 0) for the p± series. The identity

1/r = (2/√π) ∫₀^∞ exp(−u²r²) du

turns each Coulomb matrix element into a single integral over products of transverse and longitudinal Gaussian integrals. Diagonalization gives 4.782 meV for 2p0 and 1.731 meV for 2p±. An independent finite-difference grid gives 4.797 and 1.731 meV. The next two p± levels lie at 1.044 and 0.755 meV.

**What the central-cell setting changes**

Add a well −U w(r), with w = exp(−r²/r_c²). Let ψ₀ and ψ be corresponding states without and with the well:

H₀ψ₀ = −B₀ψ₀,  (H₀ − Uw)ψ = −Bψ.

Project the second equation on ψ₀ and let H₀ act to the left:

−B₀⟨ψ₀|ψ⟩ − U⟨ψ₀|w|ψ⟩ = −B⟨ψ₀|ψ⟩,

B − B₀ = U⟨ψ₀|w|ψ⟩/⟨ψ₀|ψ⟩.

This holds for any well strength, provided the overlap is not zero. An s-like envelope is finite at the core, so for a small core its integral scales as r_c³. An odd envelope vanishes at the origin and starts linearly in r. The product of two such envelopes starts as r², and its integral scales as r_c⁵.

A core radius of 0.4 nm, with U set so that 1s reaches an arsenic-like 14.1 meV, gives these shifts:

1s: 4.25 meV
2s: 0.40 meV
2p0: 7.3 μeV
2p±: 0.04 μeV

The chemical shift is therefore not confined to the ground state among all levels, since 2s moves too. But in the envelope model 1s has even parity and the dipole operator is odd, so 2s is absent from the dipole spectrum. (The tetrahedral donor site has no inversion centre, so in a real crystal symmetry does not strictly forbid a line to 2s; the model leaves it out.) Among the levels that the spectrum connects, the shift sits almost wholly in 1s.

The core radius deserves care. At 1.0 nm, with U readjusted to give the same 1s shift, 2p0 moves by 63 μeV in this one-valley model, comparable to the 60 μeV line width used below. The leading estimate for the growth, using the well depths of 1581 and 200 meV, is

(200/1581)(1.0/0.4)⁵ = 12.

The computed factors are 8.7 for 2p0 and 10.7 for 2p±. The estimate assumes envelopes that stay linear across the core and are not distorted by the well, which is no more than roughly true. A well wide enough to shift 2p0 visibly has stopped describing a chemical core.

**Why antimony needs two copies**

Germanium has four equivalent valleys, and the core mixes them. For a contact potential at the donor site, with equal Bloch amplitudes there, the valley matrix is −D times the matrix whose entries are all 1. Acting on (1, 1, 1, 1) it gives −4D times that vector. Acting on any vector whose components sum to zero it gives zero. The 1s level thus splits into a singlet A1, which carries the chemical shift, and a triplet T2, which in this contact model does not move. The one-valley well above stands for the total core attraction felt by A1. For 2p0 it overstates the shift: the odd envelopes of the four valleys point along different axes and partly cancel at the core. If the core couples all valleys equally, the 2p0 level that light reaches from the singlet moves, in first order, by a third of the first-order one-valley shift. That is a little under 0.3 of the values listed above, which include the distortion of the envelope by the well. From the triplet, light also reaches a 2p0 combination that does not move.

Let δ = I_A1 − I_T2. In thermal equilibrium the triplet has three orbital states for each one of the singlet, with equal spin degeneracy, so

N_T2/N_A1 = 3 exp(−δ/kT).

For antimony δ is roughly 0.3 meV, while kT = 0.689 meV at 8 K. The ratio is 3 exp(−0.3/0.689) = 1.94: more electrons start from the triplet than from the singlet. Three donors therefore produce four visible copies of the ladder.

Cooling does not remove the complication cheaply. Let an excited electron relax at rate R and be thermally freed at rate W₀ exp(−B/kT). The probability that it is freed first is

η = W₀ exp(−B/kT)/[W₀ exp(−B/kT) + R] = 1/[1 + (R/W₀) exp(B/kT)].

Take R/W₀ = 0.1, held fixed. For 2p±, η is 0.45 at 8 K and 0.06 at 4 K, while the triplet-to-singlet ratio falls only from 1.94 to 1.26. The signal is lost sooner than the extra copy.

**Which lines carry the information**

The absorption strength is proportional to hν|d|², with d the dipole matrix element along the light's polarization. The four valley axes point along the cube diagonals, so averaging over them gives each principal direction of a valley the weight 1/3. The line strength is then

s_i ∝ hν η_i (|X_i|² + |Y_i|² + |Z_i|²)/3,

where X, Y and Z are matrix elements of x, y and z in the valley's own axes, summed over m = ±1 for p±. Here hν and the matrix elements use the 1s level without central-cell correction, at 9.85 meV, so that one set of strengths can be used for all donors. This is a simplification: a core that pulls 1s down to the phosphorus or arsenic energy also contracts its envelope, and absorption into 2p± falls to roughly half. The fit therefore leaves the weights of the line groups free.

Relative to the strongest group, the first three p± lines have strengths 1.00, 0.27 and 0.16. The 2p0 line has 0.0017. Its η is 0.0096, which is 0.021 of that of 2p±; the remaining factor of about 0.08 is its weaker absorption. Of this, the lower photon energy gives (9.85 − 4.78)/(9.85 − 1.73) = 0.62, and having one dipole direction instead of two gives 0.5. The rest, about a quarter, is the smaller squared matrix element along the heavy-mass axis. With noise of 0.01 on this scale, the p0 lines of a donor of unit amount are buried. In this example the common ladder is in practice a ladder of p± lines, which are also the levels least disturbed by the core.

**The fit**

The spectrum is modelled as

y(E) = c + Σ_j [Σ_g w_jg G_g(E − I_j) + e_j S(E − I_j)].

G_g is the profile of line group g, and S is a smooth step, S(x) = ½{1 + tanh[(x + 0.4 meV)/0.15 meV]}, standing for the levels bound by less than 0.65 meV and the continuum. This cut is a convenience of the simulation: the fourth p± level, at 0.61 meV, has strength 0.16, as much as the third, and would be resolved at the line width used here, so a fit to measured data should include it in the ladder. Neighbouring levels no more than 0.10 meV apart form one group with fixed relative strengths, which leaves seven groups. The weights w, e and c are free but not negative. Positions within a copy are rigid.

1. Propose a copy. Filter the residual with (1 − t²)exp(−t²/2), where t is energy divided by the standard deviation of the Gaussian line. The integral of this function is √(2π)(1 − 1) = 0, and its first moment vanishes by symmetry, so constant and sloping backgrounds drop out. Add the filtered values at I − B_i, weighted by s_i, and take the I with the largest sum.

2. Refine. For any trial set of I_j the model is linear in the weights, so non-negative least squares supplies them. The outer search has to vary the I_j alone.

3. Accept or stop. A copy adds seven line weights, one step weight and one position, nine parameters in all. It is kept if χ² falls by more than 9 ln N, the Bayesian information criterion for known noise. For N = 700 points this is 59.0.

4. Prune. Remove each copy in turn, refit, and discard it if χ² rises by less than the same amount.

For the uncertainties, write the residual vector, in units of the noise, as r(I + ΔI) ≈ r + J ΔI. Minimizing its square gives

JᵀJ ΔI = −Jᵀr,

and for independent noise of unit variance the covariance of the positions is (JᵀJ)⁻¹. Here J includes the readjustment of the weights. The formula assumes that the set of weights held at zero does not change.

**A simulated sample**

The test spectrum has a line width of 0.06 meV (full width at half maximum) and initial levels at 14.1, 13.1 and 10.2 meV for As, P and Sb, with the triplet at 9.9 meV for all three. Each donor's line strengths differ from the common calculated values by up to 20 %. The data and the fit share the same ladder, line shape and step, so this tests the separation of overlapping copies, not the accuracy of effective-mass theory.

The three main p± lines of each copy lie at these energies in meV:

P: 13.100 − 1.731 = 11.369; 12.056; 12.345
As: 12.369; 13.056; 13.345
Sb singlet: 8.469; 9.156; 9.445
T2: 8.169; 8.856; 9.145

The second singlet line of antimony and the third triplet line are 0.011 meV apart and cannot be resolved. The first arsenic line and the third phosphorus line, 0.024 meV apart, merge as well. The other lines of each copy still fix its position.

The fit finds four copies, each within 0.0003 meV of its true level, with standard errors of 0.0001 to 0.0004 meV. In 20 repetitions with fresh noise, each refined from the true levels, the scatter is 1.07 times the predicted error. The χ² per point is 0.94. With the triplet copy left out and the other three refitted, it is 98.5, so the three-copy picture fails clearly.

The fitted triplet-to-singlet line ratio is 2.03, against 1.94 from the Boltzmann factor. An excess is expected, because the phosphorus and arsenic triplets lie at the same energy. Their populations relative to their own singlets are 3 exp(−3.2/0.689) = 0.029 and 3 exp(−4.2/0.689) = 0.007. Weighted with the donor amounts and line strengths of the simulation, they raise the expected ratio to 2.02. They thus account for nearly all of the excess; the noise in the ratio is about 0.02.

**From energies to names**

The fit returns energies. Names come from a reference table, here roughly 14, 13 and 10 meV for As, P and Sb, and from a closed list of candidates. A copy within 0.5 meV of the As or P entry takes that name. Near 10 meV a pair is required: the upper member is the antimony singlet and the lower one the triplet. A lone copy there is read as the thermally filled triplet of the other donors. This rule assumes that all triplets coincide, as in the contact model. In real germanium they differ by up to about 0.1 meV, more than the line width, so at low noise the phosphorus and arsenic triplets can appear as a pair without any antimony. The spacing and the strengths of the pair must then be checked against δ and the Boltzmann ratio. In two control spectra, one without arsenic and one without antimony, the missing donor was not reported.

A single position is weaker evidence. The highest peak, at 11.370 meV, could be 2p± of phosphorus, since 11.370 + 1.731 = 13.10 meV, or 3p0 of arsenic, since 11.370 + 2.591 = 13.96 meV. The predicted 3p0 strength of 0.0035 speaks against arsenic, but the position alone does not.

**How far to trust the absolute energies**

Replace every B_i by B_i + c and every I_j by I_j + c. The differences I_j − B_i, and so all line positions, stay the same. A common ladder offset therefore passes almost entirely into the fitted ground levels, and the lines cannot reveal it. Only the ionization edge could. In this simulation the step has a known place relative to I_j, so an offset would show as a poorer fit; in a measured spectrum the edge helps only if its shape is known.

A scale error is different. If the ladder is 1 % too deep, 2p± asks for a shift of 0.01 × 1.731 = 0.017 meV, but the second p± line asks for 0.010 meV. The refitted levels move by 0.015 to 0.017 meV, and the χ² per point rises from 0.94 to 1.64. The names survive, but this shift is at least thirty times the statistical error. Quoting the binding energies to 0.0001 meV would be misleading.

**Real germanium**

The masses, permittivity and reference levels are rough values typical of germanium; the amounts, noise and line strengths are chosen. Real samples contain charged impurities, whose fields disturb the large excited orbits. One charge at the mean distance N^(−1/3) gives the field F = eN^(2/3)/(4πε₀ε). For N = 10¹² cm⁻³ and the 60 nm rms radius of 3p±, the energy scale eFr is 5.6 μeV, well below the line width. It grows as N^(2/3), so at 10¹⁴ cm⁻³ it is about 0.12 meV, twice the line width, and rigid sharp copies can no longer be assumed. Two things limit this estimate. Randomly placed charges typically give a field several times larger, because the nearest one is usually closer than N^(−1/3). On the other hand, an isolated level of definite parity has no shift linear in the field, so in weak fields it moves by less than eFr. The number printed as "Stark bound" in the output is therefore a rough guide, not an upper limit.

The donors must also be mostly neutral. With μ measured from the band edge, n = N_c exp(μ/kT) and N⁰/N⁺ = g exp[(μ + I)/kT]. Eliminating μ gives

nN⁺/N⁰ = (N_c/g) exp(−I/kT),

where g = 2[1 + 3 exp(−δ/kT)], N_c = 8(m_d kT/2πħ²)^(3/2) and m_d = (m_t² m_l)^(1/3). Without acceptors n = N⁺. For 10¹³ antimony donors per cm³ at 8 K, 1.7 % are thermally ionized. Acceptors would add to the charged fraction.

Strain is outside the model. It shifts the valleys relative to one another and can split the lines, which a rigid copy cannot follow. The candidate list matters as well: bismuth lies close to phosphorus and lithium close to antimony, so if either may be present, the fit with this rough reference table does not settle the name.

**Choosing the setting**

For unstrained, weakly doped germanium, compute the odd-parity ladder once with the central-cell correction off, and leave each 1s level free in the fit. Allow a separate copy for the triplet whenever its lines could stand out from the noise. Their strength relative to the singlet's is the population ratio 3 exp(−δ/kT) times the ratio of the absorption strengths, which is close to one for antimony but about two for phosphorus and arsenic. With strong lines and low noise this can happen even when δ is several kT, as for phosphorus here. Switch the correction on to study even-parity excited levels such as 2s, or to estimate the remaining shift of 2p0 when that line is strong enough to influence the fit. In that case keep the well radius near atomic size and check how the 2p0 shift changes with it. If one donor's lines still refuse the common spacing, examine strain, electric fields and the ladder's scale before giving that donor a ladder of its own.

The ladder and the fitted values are in the numerical output below. The weak upper p0 levels there are limited by the basis: a converged calculation binds no.5 by 0.935 meV instead of 0.920 and no.7 by 0.741 meV instead of 0.694. The other levels move by 0.003 meV or less, and the number of groups stays seven.

Computed values

```
masses 0.082, 1.6 m0; permittivity 15.4; gamma 0.0512
T = 8.0 K, kT = 0.689 meV; relaxation ratio 0.1
Ry* = 4.704 meV, a* = 9.94 nm
1s binding without central cell = 9.85 meV
2p0 : basis 4.782, grid 4.797 meV
2p+-: basis 1.731, grid 1.731 meV
ladder: level, binding (meV), relative photothermal strength
  p0 no.1   4.782  0.0017
  p0 no.2   2.591  0.0035
  p+- no.1  1.731  0.9972
  p0 no.3   1.700  0.0028
  p0 no.4   1.223  0.0018
  p+- no.2  1.044  0.2670
  p0 no.5   0.920  0.0011
  p0 no.6   0.805  0.0000
  p+- no.3  0.755  0.1614
  p0 no.7   0.694  0.0006
number of resolved line groups = 7
core well: radius 0.4 nm, depth 1581 meV
  deepens 1s by 4.25 meV, 2s by 0.396 meV
  2p0 by 7.32 ueV, 2p+- by 0.037 ueV
core well: radius 1.0 nm, depth 200 meV
  deepens 1s by 4.25 meV, 2s by 0.366 meV
  2p0 by 63.35 ueV, 2p+- by 0.400 ueV
spectrum: 700 points, step 0.015, FWHM 0.06 meV
noise 0.01 (strongest line group of unit donor = about 1)
chi2 drop needed per copy = 59.0
copy: true level, fitted level, standard error (meV)
  T2  9.900  9.9003  0.0002
  Sb  10.200  10.2001  0.0003
  P   13.100  13.1000  0.0001
  As  14.100  14.0999  0.0004
chi2 per point: four copies 0.939, three 98.5
noise scatter / predicted error = 1.07
T2/A1 line ratio: fit 2.029, Boltzmann 1.942
highest peak 11.370 meV alone allows: As, P
sample without As: found P, Sb
sample without Sb: found As, P
ladder 1 % too deep moves T2, Sb, P, As by (meV): 0.017, 0.017, 0.017, 0.015
  and chi2 per point becomes 1.64
3p+- rms radius = 59.9 nm
charged impurities 1e+12 cm^-3: Stark bound 5.60 ueV
donors 1e+13 cm^-3: thermally ionized fraction 0.0169
```
